# Lindhard Function and Pair Threshold of the One-Dimensional Electron Gas: verification in Python

```python
"""Density response of the free one-dimensional electron gas at T = 0.

Result under test (Hartree atomic units, spin degeneracy 2, q > 0):
  static : chi0(q) = -(2/(pi q)) ln|(q + 2 kF)/(q - 2 kF)|
  dynamic: Re chi0 = ln|(w^2 - lo^2)/(w^2 - hi^2)| / (pi q)
           Im chi0 = -1/q for lo < w < hi, otherwise 0 (w > 0)
  lo, hi = |kF q -+ q^2/2| are the lowest and highest energies of a single
  electron-hole pair of wavevector q, so for 0 < q < 2 kF no pair lies
  below lo = q (2 kF - q)/2.
Symbols: kF Fermi wavevector, EF Fermi energy, w frequency, eta switching
rate. A ring of length L holds M (odd) doubly filled orbitals k = m dk with
dk = 2 pi/L and kF = pi M/L; the wavevector of the response is q = j dk.
"""
import numpy as np
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
kF = 0.5
EF = kF**2 / 2
density = 2 * kF / np.pi


def pair_edges(q):
    return abs(kF * q - q**2 / 2), kF * q + q**2 / 2


def chi_static(q):
    return -2 / (np.pi * q) * np.log(abs((q + 2 * kF) / (q - 2 * kF)))


def chi_dynamic(q, w):
    lo, hi = pair_edges(q)
    real = np.log(abs((w**2 - lo**2) / (w**2 - hi**2))) / (np.pi * q)
    return real - 1j * (1 / q if lo < w < hi else 0.0)


def ring_response(M, j, w=0.0, eta=0.0):
    """Response sum over all orbitals of the ring, from its definition."""
    L, dk, top = np.pi * M / kF, 2 * kF / M, M // 2
    m = np.arange(-top - j, top + 1)
    change = (abs(m) <= top).astype(float) - (abs(m + j) <= top)
    m, change = m[change != 0], change[change != 0]
    e_start, e_end = (m * dk)**2 / 2, ((m + j) * dk)**2 / 2
    return 2 / L * np.sum(change / (w + e_start - e_end + 1j * eta))


def ring_pair_energies(M, j):
    dk, top = 2 * kF / M, M // 2
    m = np.arange(-top, top + 1)
    m = m[abs(m + j) > top]
    return ((m + j) * dk)**2 / 2 - (m * dk)**2 / 2


def propagated_response(M, j, w, eta):
    """Solve the time-dependent Schroedinger equation with a slowly
    switched travelling wave and read off the density component at t = 0."""
    L, dk, top = np.pi * M / kF, 2 * kF / M, M // 2
    half = top + j + 6
    m = np.arange(-half, half + 1)
    energy = ((m * dk)**2 / 2)[:, None]
    raise_q = np.eye(len(m), k=-j)
    lower_q = raise_q.T
    c = np.eye(len(m), dtype=complex)[:, abs(m) <= top]
    v = 1e-5
    steps = 2400
    t = -12 / eta
    dt = -t / steps

    def rate(time, state):
        g = v * np.exp((eta - 1j * w) * time)
        force = g * (raise_q @ state) + np.conj(g) * (lower_q @ state)
        return -1j * (energy * state + force)

    for _ in range(steps):
        a = rate(t, c)
        b = rate(t + dt / 2, c + dt / 2 * a)
        d = rate(t + dt / 2, c + dt / 2 * b)
        e = rate(t + dt, c + dt * d)
        c = c + dt / 6 * (a + 2 * b + 2 * d + e)
        t += dt
    return 2 / L * np.trace(c @ c.conj().T, offset=-j) / v


def diagonalized_response(M, j):
    """Exact orbitals in a weak static potential v cos(qx)."""
    L, dk, top = np.pi * M / kF, 2 * kF / M, M // 2
    half = top + j + 60
    m = np.arange(-half, half + 1)
    v = 1e-5
    h = np.diag((m * dk)**2 / 2)
    h = h + v / 2 * (np.eye(len(m), k=j) + np.eye(len(m), k=-j))
    filled = np.linalg.eigh(h)[1][:, :M]
    return 2 / L * np.trace(filled @ filled.T, offset=-j) / (v / 2)


print(f"kF = {kF:.3f} 1/bohr, density n = {density:.5f} 1/bohr")
print(f"EF = {EF:.5f} hartree = {EF * EV:.4f} eV")
print("chi0 is in 1/(bohr hartree) throughout")

# The response sum against direct time propagation
w_t, eta_t = 1.4 * EF, 0.2 * EF
prop = propagated_response(21, 8, w_t, eta_t)
summed = ring_response(21, 8, w_t, eta_t)
assert abs(prop - summed) < 1e-3 * abs(summed)
print(f"Ring M=21, j=8, w={w_t:.4f}, eta={eta_t:.4f} hartree:")
print(f"  chi0 by propagation {prop:.5f}, by sum {summed:.5f}")

# The static formula against diagonalization, below and above 2 kF
print("Static chi0, ring M=201 diagonalized / closed formula:")
for j in (60, 320):
    q = 2 * kF * j / 201
    exact, formula = diagonalized_response(201, j), chi_static(q)
    assert abs(exact - formula) < 3e-4 * abs(formula)
    print(f"  q = {q / kF:.4f} kF: {exact:.5f} / {formula:.5f}")

# Long-wave limit against the numerical density of states dn/dEF
step = 1e-5
dos = (2 * np.sqrt(2 * (EF + step)) - 2 * np.sqrt(2 * (EF - step)))
dos /= np.pi * 2 * step
assert abs(chi_static(1e-3 * kF) + dos) < 1e-5 * dos
print(f"Density of states at EF = {dos:.5f} 1/(bohr hartree)")

# Both pair-band edges by enumeration; a ring shifts them by q dk/2
M = 401
dk = 2 * kF / M
for j in range(1, 2 * M):
    q = j * dk
    energies = ring_pair_energies(M, j)
    lo, hi = pair_edges(q)
    allowed = 0.5001 * q * dk + 1e-12
    assert abs(energies.min() - lo) < allowed
    assert abs(energies.max() - hi) < allowed

print("Pair band (hartree) and static chi0:")
for ratio in (0.1, 0.5, 1.0, 1.5, 1.9, 2.1, 2.5, 3.0):
    q = ratio * kF
    lo, hi = pair_edges(q)
    print(f"  q={ratio:.1f} kF: lo={lo:.5f} hi={hi:.5f}"
          f" chi0={chi_static(q):.5f}")
grid = np.linspace(0, 2 * kF, 2001)
edge = pair_edges(grid)[0]
assert abs(grid[edge.argmax()] - kF) < 1e-3 and abs(edge.max() - EF) < 1e-6
print(f"Highest threshold for q < 2kF: {edge.max():.5f} hartree"
      f" = {edge.max() * EV:.4f} eV at q = {grid[edge.argmax()] / kF:.3f} kF")

# Wavevector window without pairs of energy up to a chosen limit
limit = 0.1 * EF
root = np.sqrt(kF**2 - 2 * limit)
q_left, q_right = kF - root, kF + root
m_all = np.arange(-3 * M, 3 * M + 1)
filled = m_all[abs(m_all) <= M // 2]
empty = m_all[abs(m_all) > M // 2]
gap = (empty[:, None]**2 - filled[None, :]**2) * dk**2 / 2
q_pairs = abs(empty[:, None] - filled[None, :]) * dk
q_low = q_pairs[gap <= limit]
assert not np.any((q_low > q_left) & (q_low < q_right))
below, above = q_low[q_low < kF].max(), q_low[q_low > kF].min()
assert q_left - below < 3 * dk and above - q_right < 3 * dk
print(f"No pairs up to {limit:.5f} hartree for"
      f" {q_left / kF:.4f} kF < q < {q_right / kF:.4f} kF")
print(f"  ring M={M}: {q_low.size} such pairs, nearest q ="
      f" {below / kF:.4f} and {above / kF:.4f} kF")

# Flat pair density inside the band, below and above 2 kF
M_flat = 4001
for j in (2000, 6000):
    q = 2 * kF * j / M_flat
    lo, hi = pair_edges(q)
    energies = ring_pair_energies(M_flat, j)
    counts, bins = np.histogram(energies, bins=10, range=(lo, hi))
    assert counts.sum() == energies.size
    spectrum = 2 * counts / (np.pi * M_flat / kF) / (bins[1] - bins[0])
    assert np.all(abs(spectrum * np.pi * q - 1) < 0.015)
    print(f"Pair density, q={q / kF:.3f} kF, 10 bins: {spectrum.min():.4f}"
          f" to {spectrum.max():.4f}; 1/(pi q)={1 / (np.pi * q):.4f}")

# Dynamic formula against the sum on a very long ring with small eta
M_long = 400001
print("Dynamic chi0, long-ring sum / closed formula:")
for ratio, w_ratio in ((1, 0.5), (1, 2), (1, 4), (3, 1), (3, 8), (3, 17)):
    j = round(ratio * M_long / 2)
    q, w = 2 * kF * j / M_long, w_ratio * EF
    direct = ring_response(M_long, j, w, 1e-4 * EF)
    formula = chi_dynamic(q, w)
    assert abs(direct - formula) < 1e-3 * dos
    print(f"  q={ratio} kF, w={w_ratio} EF: {direct:.4f} / {formula:.4f}")

# Logarithm on both sides of 2 kF, against the sum on a long ring
M_log = 20001
for shift in (-20, 20):
    delta = shift / M_log
    direct = ring_response(M_log, M_log + shift).real
    law = -np.log(2 / abs(delta)) / (np.pi * kF)
    assert abs(direct / law - 1) < 2e-3
print("Approach to 2kF, q = 2kF(1+d): chi0 at -d, at +d, log law")
for d in (1e-1, 1e-2, 1e-4, 1e-6):
    law = -np.log(2 / d) / (np.pi * kF)
    print(f"  d={d:.0e}: {chi_static(2 * kF * (1 - d)):.4f},"
          f" {chi_static(2 * kF * (1 + d)):.4f}, {law:.4f}")

# Exactly at 2 kF the response grows with the logarithm of the ring size
print("At q = 2kF on a ring: sum, large-M law")
for M_ring in (11, 101, 1001, 10001):
    direct = ring_response(M_ring, M_ring).real
    law = -(np.log(4 * M_ring) + np.euler_gamma) / (np.pi * kF)
    assert abs(direct - law) < 1 / M_ring**2
    print(f"  M={M_ring}: {direct:.5f}, {law:.5f}")
print(f"Growth of |chi0| per factor 10: {np.log(10) / (np.pi * kF):.4f}")

# In two dimensions pairs at q = kF do reach down to zero energy
print("Two dimensions, q = kF: lowest pair energy on a grid")
lowest = []
for h in (0.008 * kF, 0.002 * kF):
    n_side = round(kF / h)
    line = (np.arange(-n_side, n_side) + 0.5) * h
    kx, ky = np.meshgrid(line, line, indexing="ij")
    is_pair = (kx**2 + ky**2 < kF**2) & ((kx + kF)**2 + ky**2 > kF**2)
    lowest.append((kF * kx + kF**2 / 2)[is_pair].min())
    print(f"  grid step {h / kF:.3f} kF: {lowest[-1]:.6f} hartree")
assert 0 < lowest[1] < lowest[0] and lowest[1] < 0.02 * pair_edges(kF)[0]

print("tests ok")
```

Running it gives:

```
kF = 0.500 1/bohr, density n = 0.31831 1/bohr
EF = 0.12500 hartree = 3.4014 eV
chi0 is in 1/(bohr hartree) throughout
Ring M=21, j=8, w=0.1750, eta=0.0250 hartree:
  chi0 by propagation -0.65547-2.02771j, by sum -0.65547-2.02771j
Static chi0, ring M=201 diagonalized / closed formula:
  q = 0.5970 kF: -1.31321 / -1.31322
  q = 3.1841 kF: -0.59046 / -0.59047
Density of states at EF = 1.27324 1/(bohr hartree)
Pair band (hartree) and static chi0:
  q=0.1 kF: lo=0.02375 hi=0.02625 chi0=-1.27430
  q=0.5 kF: lo=0.09375 hi=0.15625 chi0=-1.30081
  q=1.0 kF: lo=0.12500 hi=0.37500 chi0=-1.39880
  q=1.5 kF: lo=0.09375 hi=0.65625 chi0=-1.65174
  q=1.9 kF: lo=0.02375 hi=0.92625 chi0=-2.45505
  q=2.1 kF: lo=0.02625 hi=1.07625 chi0=-2.25156
  q=2.5 kF: lo=0.15625 hi=1.40625 chi0=-1.11904
  q=3.0 kF: lo=0.37500 hi=1.87500 chi0=-0.68307
Highest threshold for q < 2kF: 0.12500 hartree = 3.4014 eV at q = 1.000 kF
No pairs up to 0.01250 hartree for 0.0513 kF < q < 1.9487 kF
  ring M=401: 204 such pairs, nearest q = 0.0499 and 1.9551 kF
Pair density, q=1.000 kF, 10 bins: 0.6368 to 0.6368; 1/(pi q)=0.6368
Pair density, q=2.999 kF, 10 bins: 0.2122 to 0.2127; 1/(pi q)=0.2123
Dynamic chi0, long-ring sum / closed formula:
  q=1 kF, w=0.5 EF: -1.5640-0.0001j / -1.5640+0.0000j
  q=1 kF, w=2 EF: -0.3252-1.9999j / -0.3252-2.0000j
  q=1 kF, w=4 EF: 0.4852-0.0000j / 0.4852+0.0000j
  q=3 kF, w=1 EF: -0.7071-0.0000j / -0.7071+0.0000j
  q=3 kF, w=8 EF: -0.2279-0.6667j / -0.2279-0.6667j
  q=3 kF, w=17 EF: 0.3132-0.0000j / 0.3132+0.0000j
Approach to 2kF, q = 2kF(1+d): chi0 at -d, at +d, log law
  d=1e-01: -2.0828, -1.7620, -1.9071
  d=1e-02: -3.4039, -3.3428, -3.3730
  d=1e-04: -6.3054, -6.3042, -6.3048
  d=1e-06: -9.2365, -9.2365, -9.2365
At q = 2kF on a ring: sum, large-M law
  M=11: -2.77678, -2.77656
  M=101: -4.18809, -4.18809
  M=1001: -5.64826, -5.64826
  M=10001: -7.11356, -7.11356
Growth of |chi0| per factor 10: 1.4659
Two dimensions, q = kF: lowest pair energy on a grid
  grid step 0.008 kF: 0.002000 hartree
  grid step 0.002 kF: 0.000750 hartree
tests ok
```
